# Floquet current with single Fermi functions and the generalized-parity zero: a program that tests the result

```python
"""Period-averaged current through a periodically driven two-site wire.

Result under test (hbar = e = 1, particle current from left to right):
  I = 1/(2 pi) int dE sum_k [ T_RL^k(E) f_L(E) - T_LR^k(E) f_R(E) ]
  T_RL^k(E) = Gamma_R(E + k Omega) Gamma_L(E) |G_RL^k(E)|^2
E is the incoming energy, k the number of absorbed quanta, f the Fermi
functions, Gamma the contact widths, G^k the Floquet Green's function.
There are no blocking factors 1 - f.  Generalized parity (exchange of left
and right plus a shift by half a period) makes I vanish at zero bias.
Independent road: unitary evolution of the wire with long finite leads.
Wire: site energies +u(t), -u(t), u = a1 cos(Omega t) + a2 cos(2 Omega t + phi).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import expit

LEAD_HOP = 0.05      # hopping inside the leads, hartree
WIRE_HOP = 0.03      # hopping between the two wire sites
CONTACT = 0.03       # hopping between a wire end and its lead
OMEGA = 0.06         # driving frequency
A1, A2 = 0.05, 0.03  # amplitudes of first and second harmonic
KT = 0.0025          # thermal energy
MU = -0.03           # common chemical potential
BIAS = 0.02          # difference of chemical potentials in the biased case
PERIOD = 2 * np.pi / OMEGA
MICROAMP = physical_constants["atomic unit of current"][0] * 1e6


def fermi(energy, mu):
    return expit(-(energy - mu) / KT)


def self_energy(energy, contact):
    """Retarded self-energy of a semi-infinite chain."""
    edge = 2 * LEAD_HOP
    inside = np.sqrt(np.maximum(edge**2 - energy**2, 0))
    outside = np.sqrt(np.maximum(energy**2 - edge**2, 0))
    root = 1j * inside + np.sign(energy) * outside
    return contact**2 * (energy - root) / (2 * LEAD_HOP**2)


def floquet(energy, a1, a2, phi, right=CONTACT, kmax=10):
    """Sideband Green's functions, widths and transmissions."""
    ks = np.arange(-kmax, kmax + 1)
    nk, ne = len(ks), len(energy)
    mat = np.zeros((ne, nk, 2, nk, 2), complex)
    gamma = np.zeros((ne, nk, 2))
    for a, k in enumerate(ks):
        shifted = energy + k * OMEGA
        for site, contact in enumerate((CONTACT, right)):
            sigma = self_energy(shifted, contact)
            mat[:, a, site, a, site] = shifted - sigma
            gamma[:, a, site] = -2 * sigma.imag
        mat[:, a, 0, a, 1] = WIRE_HOP
        mat[:, a, 1, a, 0] = WIRE_HOP
    harmonics = {1: a1 / 2, -1: a1 / 2,
                 2: a2 / 2 * np.exp(-1j * phi), -2: a2 / 2 * np.exp(1j * phi)}
    for shift, amplitude in harmonics.items():
        for a in range(nk):
            b = a - shift
            if 0 <= b < nk:
                mat[:, a, 0, b, 0] -= amplitude
                mat[:, a, 1, b, 1] += amplitude
    rhs = np.zeros((ne, 2 * nk, 2), complex)
    rhs[:, 2 * kmax, 0] = 1
    rhs[:, 2 * kmax + 1, 1] = 1
    green = np.linalg.solve(mat.reshape(ne, 2 * nk, 2 * nk), rhs)
    green = green.reshape(ne, nk, 2, 2)
    gamma_in = gamma[:, kmax, :]
    t_rl = gamma[:, :, 1] * gamma_in[:, None, 0] * abs(green[:, :, 1, 0])**2
    t_lr = gamma[:, :, 0] * gamma_in[:, None, 1] * abs(green[:, :, 0, 1])**2
    return ks, green, gamma, t_rl, t_lr


def energy_grid(points=48):
    """Quadrature over the band, split where a sideband opens or closes."""
    edge = 2 * LEAD_HOP
    cuts = [s * edge - k * OMEGA for s in (-1, 1) for k in range(-10, 11)]
    cuts = np.unique(np.round([c for c in cuts if abs(c) < edge + 1e-12], 12))
    x, w = np.polynomial.legendre.leggauss(points)
    theta = np.pi * (x + 1) / 2
    nodes, weights = [], []
    for low, high in zip(cuts[:-1], cuts[1:]):
        half = (high - low) / 2
        nodes.append((low + high) / 2 - half * np.cos(theta))
        weights.append(half * np.sin(theta) * w * np.pi / 2)
    return np.concatenate(nodes), np.concatenate(weights)


GRID, WEIGHT = energy_grid()


def currents(a1, a2, phi, mu_l=MU, mu_r=MU, right=CONTACT, kmax=10):
    """Current with single Fermi functions, and with blocking factors."""
    ks, _, _, t_rl, t_lr = floquet(GRID, a1, a2, phi, right, kmax)
    f_l, f_r = fermi(GRID, mu_l)[:, None], fermi(GRID, mu_r)[:, None]
    final = GRID[:, None] + ks * OMEGA
    single = t_rl * f_l - t_lr * f_r
    blocked = (t_rl * f_l * (1 - fermi(final, mu_r))
               - t_lr * f_r * (1 - fermi(final, mu_l)))
    return (WEIGHT @ single.sum(1) / (2 * np.pi),
            WEIGHT @ blocked.sum(1) / (2 * np.pi))


LEAD_SITES, STEPS, FIRST, LAST = 130, 240, 12, 22


def propagate(a1, a2, phi, potentials):
    """Charge per time leaving the left and entering the right lead."""
    n = LEAD_SITES
    size = 2 * n + 2
    hops = np.full(size - 1, -LEAD_HOP)
    hops[n - 1], hops[n], hops[n + 1] = -CONTACT, -WIRE_HOP, -CONTACT
    ham = np.diag(hops, 1) + np.diag(hops, -1)
    dt = PERIOD / STEPS
    level, vec = np.linalg.eigh(ham)
    static = (vec * np.exp(-1j * level * dt)) @ vec.T
    evolution = np.eye(size, dtype=complex)
    for step in range(STEPS):
        time = (step + 0.5) * dt
        u = a1 * np.cos(OMEGA * time) + a2 * np.cos(2 * OMEGA * time + phi)
        kick = np.exp(-0.5j * dt * u * np.array([1, -1]))[:, None]
        evolution[n:n + 2] *= kick
        evolution = static @ evolution
        evolution[n:n + 2] *= kick
    lead_level, lead_vec = np.linalg.eigh(ham[:n, :n])
    result = []
    for mu_l, mu_r in potentials:
        rho = np.zeros((size, size), complex)
        rho[:n, :n] = (lead_vec * fermi(lead_level, mu_l)) @ lead_vec.T
        rho[n + 2:, n + 2:] = (lead_vec * fermi(lead_level, mu_r)) @ lead_vec.T
        left, right = [], []
        for _ in range(LAST):
            rho = evolution @ rho @ evolution.conj().T
            occupation = np.diag(rho).real
            left.append(occupation[:n].sum())
            right.append(occupation[n + 2:].sum())
        span = (LAST - FIRST) * PERIOD
        result.append(((left[FIRST - 1] - left[LAST - 1]) / span,
                       (right[LAST - 1] - right[FIRST - 1]) / span))
    return result


PHI = np.pi / 4
MU_L, MU_R = MU + BIAS / 2, MU - BIAS / 2

# Floquet optical theorem at all grid energies, without any symmetry
ks, green, gamma, _, _ = floquet(GRID, A1, A2, PHI)
g0 = green[:, 10]
loss = 1j * (g0 - g0.conj().transpose(0, 2, 1))
escape = np.einsum("ekji,ekj,ekjl->eil", green.conj(), gamma, green)
optical_error = abs(loss - escape).max() / abs(loss).max()
assert optical_error < 1e-9

# generalized parity: sign rule of amplitudes, equality of transmissions
ks, green, _, t_rl, t_lr = floquet(GRID, A1, 0, 0)
sign = (-1.0)**ks
parity_error = abs(green[:, :, 1, 0] - sign * green[:, :, 0, 1]).max()
assert parity_error < 1e-9 * abs(green).max()
assert abs(t_rl - t_lr).max() < 1e-10

# formula against unitary evolution
TOL = 2e-6  # hartree; residual transient and time step of the evolution
pump, pump_blocked = currents(A1, A2, PHI)
biased, biased_blocked = currents(A1, A2, PHI, MU_L, MU_R)
(pump_direct, pump_right), (biased_direct, biased_right) = propagate(
    A1, A2, PHI, [(MU, MU), (MU_L, MU_R)])
parity, _ = currents(A1, 0, 0)
parity_biased, _ = currents(A1, 0, 0, MU_L, MU_R)
(parity_direct, _), (parity_biased_direct, _) = propagate(
    A1, 0, 0, [(MU, MU), (MU_L, MU_R)])
pump_error = abs(pump - pump_direct)
assert pump_error < TOL and abs(biased - biased_direct) < TOL
assert abs(pump_direct - pump_right) < TOL
assert abs(biased_direct - biased_right) < TOL
assert abs(pump) > 10 * pump_error
assert abs(pump_blocked - pump_direct) > 10 * pump_error
assert abs(parity) < 1e-11 and abs(parity_direct) < TOL
assert abs(parity_biased - parity_biased_direct) < TOL
assert abs(parity_biased) > 10 * TOL

# more sidebands change nothing
pump_more, _ = currents(A1, A2, PHI, kmax=14)
assert abs(pump_more - pump) < 1e-8

# time reversal: blocking terms cancel, yet pumping is allowed
reversal, reversal_blocked = currents(A1, A2, 0)
assert abs(reversal - reversal_blocked) < 1e-8
assert abs(reversal) > 1e-6

# shifting the second-harmonic phase by pi reverses the current
mirrored, _ = currents(A1, A2, PHI + np.pi)
assert abs(mirrored + pump) < 1e-10

# unequal contacts break the symmetry although a2 = 0
unequal, _ = currents(A1, 0, 0, right=0.02)
assert abs(unequal) > 1e-6

for label, value in (("lead hopping", LEAD_HOP), ("wire hopping", WIRE_HOP),
                     ("contact hopping", CONTACT), ("frequency Omega", OMEGA),
                     ("amplitude a1", A1), ("amplitude a2 (mixed drive)", A2),
                     ("thermal energy kT", KT), ("chemical potential", MU),
                     ("mu_L biased", MU_L), ("mu_R biased", MU_R)):
    print(f"{label}: {value:.4f} hartree")
width = -2 * self_energy(np.array([0.0]), CONTACT).imag[0]
print(f"contact width Gamma at band centre: {width:.4f} hartree")
print(f"period: {PERIOD:.2f} atomic units of time")
print(f"lead sites in evolution, each side: {LEAD_SITES}")
print(f"charge counted from period {FIRST} to period {LAST}")
for name, second in (("parity drive", 0.0), ("mixed drive phi=pi/4", A2)):
    ks, _, _, one_rl, one_lr = floquet(np.array([MU]), A1, second, PHI)
    print(f"{name}, E = {MU:.3f} hartree: k, T_RL, T_LR (dimensionless)")
    for k in range(-1, 3):
        print(f"  {k:+d}  {one_rl[0, k + 10]:.6f}  {one_lr[0, k + 10]:.6f}")
    print(f"  sum over all k  {one_rl.sum():.6f}  {one_lr.sum():.6f}")
print("currents in atomic units:")
print(f"mixed, zero bias, single Fermi functions: {pump:.4e}")
print(f"mixed, zero bias, unitary evolution: {pump_direct:.4e}")
print(f"mixed, zero bias, with blocking factors: {pump_blocked:.4e}")
print(f"mixed, biased, single Fermi functions: {biased:.4e}")
print(f"mixed, biased, unitary evolution: {biased_direct:.4e}")
print(f"mixed, biased, with blocking factors: {biased_blocked:.4e}")
print(f"parity, zero bias, Floquet formula: {parity:.1e}")
print(f"parity, zero bias, unitary evolution: {parity_direct:.1e}")
print(f"parity, biased, Floquet formula: {parity_biased:.4e}")
print(f"parity, biased, unitary evolution: {parity_biased_direct:.4e}")
print(f"a2 = 0, right contact hopping 0.02 hartree, zero bias: {unequal:.4e}")
print("mixed drive, zero bias: phi/pi, single Fermi, with blocking")
for fraction in (0, 0.25, 0.5, 0.75, 1):
    single, blocked = currents(A1, A2, fraction * np.pi)
    print(f"  {fraction:.2f}  {single:.4e}  {blocked:.4e}")
print(f"mixed, zero bias, phi=pi/4: {pump * MICROAMP:.4f} microampere")
print(f"mixed, biased, phi=pi/4: {biased * MICROAMP:.4f} microampere")
print(f"largest relative optical-theorem error: {optical_error:.1e}")
print("all assertions hold")
```

It prints:

```
lead hopping: 0.0500 hartree
wire hopping: 0.0300 hartree
contact hopping: 0.0300 hartree
frequency Omega: 0.0600 hartree
amplitude a1: 0.0500 hartree
amplitude a2 (mixed drive): 0.0300 hartree
thermal energy kT: 0.0025 hartree
chemical potential: -0.0300 hartree
mu_L biased: -0.0200 hartree
mu_R biased: -0.0400 hartree
contact width Gamma at band centre: 0.0360 hartree
period: 104.72 atomic units of time
lead sites in evolution, each side: 130
charge counted from period 12 to period 22
parity drive, E = -0.030 hartree: k, T_RL, T_LR (dimensionless)
  -1  0.018156  0.018156
  +0  0.224032  0.224032
  +1  0.054763  0.054763
  +2  0.000060  0.000060
  sum over all k  0.297011  0.297011
mixed drive phi=pi/4, E = -0.030 hartree: k, T_RL, T_LR (dimensionless)
  -1  0.034241  0.008967
  +0  0.105495  0.226293
  +1  0.024590  0.094292
  +2  0.004483  0.010815
  sum over all k  0.168808  0.340367
currents in atomic units:
mixed, zero bias, single Fermi functions: -2.2774e-03
mixed, zero bias, unitary evolution: -2.2772e-03
mixed, zero bias, with blocking factors: -1.4888e-03
mixed, biased, single Fermi functions: -1.3853e-03
mixed, biased, unitary evolution: -1.3850e-03
mixed, biased, with blocking factors: -6.9923e-04
parity, zero bias, Floquet formula: 2.6e-19
parity, zero bias, unitary evolution: 3.9e-11
parity, biased, Floquet formula: 9.7823e-04
parity, biased, unitary evolution: 9.7832e-04
a2 = 0, right contact hopping 0.02 hartree, zero bias: 3.8741e-04
mixed drive, zero bias: phi/pi, single Fermi, with blocking
  0.00  -1.3040e-03  -1.3040e-03
  0.25  -2.2774e-03  -1.4888e-03
  0.50  -1.9205e-03  -8.3484e-04
  0.75  -4.8448e-04  3.0405e-04
  1.00  1.3040e-03  1.3040e-03
mixed, zero bias, phi=pi/4: -15.0845 microampere
mixed, biased, phi=pi/4: -9.1759 microampere
largest relative optical-theorem error: 4.4e-16
all assertions hold
```
